# Debugging a numerical check: Radial expectation values

```python
# Result under test (Hartree atomic units, clamped point nucleus of charge Z):
#   <P(1/r^3)> = lim_{a->0} V(a),  V(a) = int_a^inf D(r) dr/r + D(0)(gamma + ln a),
#   D = R_{n0}^2 = 4 pi |psi|^2 for an ns state, a = cutoff radius in bohr.
# Claim: <P>_ns = (4 Z^3/n^3) [ln(n/2Z) + J_n],  J_n = -H_n + 1/2 + 1/(2n),
#   H_n = harmonic number; for hydrogen 1s this is -4 ln 2.
# x = 2Zr/n, L_k = Laguerre, L1 = L^(1)_{n-1}, c_n = ln n + J_n, F(q) = form factor.
import numpy as np, sympy as sp, mpmath as mp
from scipy.integrate import quad
from scipy.constants import physical_constants, angstrom
from sympy.physics.hydrogen import R_nl

mp.mp.dps = 25
gamma = np.euler_gamma
r, x = sp.symbols('r x', positive=True)
H = lambda n: sum((sp.Rational(1, m) for m in range(1, n + 1)), sp.Integer(0))
J_formula = lambda n: -H(n) + sp.Rational(1, 2) + sp.Rational(1, 2 * n)
P_formula = lambda n, Z: 4 * Z**3 / n**3 * (np.log(n / (2 * Z)) + float(J_formula(n)))

def moment(expr, var, b=1):      # exact int_0^inf polynomial * exp(-b var)
    return sum(c * sp.factorial(m) / sp.S(b)**(m + 1) for (m,), c in sp.Poly(expr, var).terms())
def moment_over_x(expr):         # exact int_0^inf exp(-x) polynomial / x
    p = sp.Poly(expr, x)
    assert p.eval(0) == 0
    return sum(c * sp.factorial(m - 1) for (m,), c in p.terms() if m > 0)
def log_quad(f, lo, hi):         # int_lo^hi f(r) dr/r in the variable ln r
    e = np.log(np.geomspace(lo, hi, 30))
    return sum(quad(lambda u: f(np.exp(u)), e[i], e[i + 1], epsabs=1e-12, epsrel=1e-12)[0]
               for i in range(29))
V = lambda D, a, rmax: log_quad(D, a, rmax) + D(0.0) * (gamma + np.log(a))
limit = lambda D, a, rmax: 2 * V(D, a, rmax) - V(D, 2 * a, rmax)   # removes the O(a) term

# gamma: integral form, harmonic form, small-eps exponential integral, exponential densities
assert abs(-log_quad(lambda t: t * np.exp(-t) * np.log(t), 1e-18, 80) - gamma) < 1e-10
assert abs(np.sum(1 / np.arange(1, 10**6 + 1)) - np.log(1e6) - gamma) < 1e-6
assert abs(log_quad(lambda t: np.exp(-t), 1e-6, 80) + gamma + np.log(1e-6)) < 2e-6
for lam in (1.0, 2.5):
    assert abs(limit(lambda t: np.exp(-lam * t), 1e-6, 80) + np.log(lam)) < 1e-9

# Laguerre identities in exact arithmetic
L = [sp.expand(sp.laguerre(k, x)) for k in range(10)]
for k in range(10):
    assert sp.expand(L[k] - sum((-x)**m * sp.binomial(k, m) / sp.factorial(m) for m in range(k + 1))) == 0
    for j in range(k + 1):
        assert moment(L[j] * L[k], x) == (1 if j == k else 0)
        assert moment_over_x(L[j] * L[k] - 1) == -H(k)
series_L1 = lambda n, y: sum((-y)**m * sp.binomial(n, m + 1) / sp.factorial(m) for m in range(n))
for n in range(1, 10):
    L1 = series_L1(n, x)
    assert sp.expand(x * L1.diff(x, 2) + (2 - x) * L1.diff(x) + (n - 1) * L1) == 0
    assert sp.expand(L1 - sum(L[:n])) == 0 and sp.expand(x * L1 - n * (L[n - 1] - L[n])) == 0
    assert moment(x**2 * L1**2, x) == 2 * n**2
    assert sum((2 * k + 1) * H(k) for k in range(n)) == n**2 * H(n) - sp.Rational(n * (n + 1), 2)
J_exact = {n: moment_over_x(sp.expand(sp.assoc_laguerre(n - 1, 1, x))**2 - n**2) / n**2
           for n in list(range(1, 13)) + [20, 30]}
assert all(J_exact[n] == J_formula(n) for n in J_exact)
c = {n: np.log(n) + float(J_exact[n]) for n in J_exact}
for n in range(1, 12):
    step = c[n + 1] - c[n]
    assert step < 0 and abs(step - np.log(1 + 1 / n) + 0.5 / n + 0.5 / (n + 1)) < 1e-13
for n in (5, 10, 20, 30):
    assert abs(c[n] - (0.5 - gamma) - 1 / (12 * n**2)) < 0.01 / n**4

# Fourier transform of the distribution divided by 4 pi equals 1 - ln q
for q in (0.5, 1.0, 3.0):
    a = 1e-5
    tail = quad(lambda t: 1 / (q * t * t), 1, np.inf, weight='sin', wvar=q)[0]
    ft = log_quad(lambda t: np.sin(q * t) / (q * t), a, 1) + tail + gamma + np.log(a)
    assert abs(ft - (1 - np.log(q))) < 1e-7

def momentum_route(poly_sq, b):  # D = poly_sq * exp(-b r)
    b = mp.mpf(b.p) / b.q
    t = [(m, mp.mpf(cf.p) / cf.q * mp.factorial(m + 1)) for (m,), cf in sp.Poly(poly_sq, r).terms()]
    F = lambda q: sum(cf * mp.im((b - 1j * q)**(-(m + 2))) for m, cf in t) / q
    val = 2 / mp.pi * mp.quad(lambda q: q**2 * (1 - mp.log(q)) * F(q), [0, 0.3, 1, 10, 100, mp.inf])
    return float(val), F

states = [(n, 1) for n in range(1, 9)] + [(1, 2), (2, 2), (3, 2), (1, 3), (4, 3)]
num, dens = {}, {}
for n, Z in states:
    k = sp.Rational(Z, n)
    R = R_nl(n, 0, r, Z)
    resid = -r * R.diff(r, 2) / 2 - R.diff(r) - Z * R + r * k**2 / 2 * R
    assert sp.expand(resid * sp.exp(k * r)) == 0
    poly_sq = sp.expand(sp.expand(R * sp.exp(k * r))**2)
    assert moment(poly_sq * r**2, r, 2 * k) == 1
    assert sp.expand(poly_sq - sp.Rational(4 * Z**3, n**5) * series_L1(n, 2 * k * r)**2) == 0
    D = sp.lambdify(r, R**2, 'numpy'); dD = sp.lambdify(r, 2 * R * R.diff(r), 'numpy')
    rmax = 100.0 * n / Z
    dens[n, Z] = D
    num[n, Z] = limit(D, 1e-6 / Z, rmax)
    assert abs(num[n, Z] - P_formula(n, Z)) < 1e-8 and num[n, Z] < 0
    parts = -log_quad(lambda t: t * dD(t) * (np.log(t) + gamma), 1e-16, rmax)
    assert abs(parts - P_formula(n, Z)) < 1e-8
    slope = (V(D, 2e-4, rmax) - V(D, 1e-4, rmax)) / 1e-4
    assert abs(slope / (2 * Z * D(0.0)) - 1) < 2e-3          # O(Z a) remainder
    if n <= 3 and Z <= 2:
        val, F = momentum_route(poly_sq, 2 * k)
        assert abs(val - P_formula(n, Z)) < 1e-8
        if (n, Z) == (1, 1):
            assert abs(F(mp.mpf('1.7')) - 16 / (4 + 1.7**2)**2) < 1e-12
for Z in (1, 2, 3):
    assert abs(num[1, Z] + 4 * Z**3 * np.log(2 * Z)) < 1e-8
part_const = 2 / mp.pi * mp.quad(lambda t: 8 * t**2 / (1 + t**2)**2, [0, 1, mp.inf])
part_log = 2 / mp.pi * mp.quad(lambda t: 8 * t**2 * mp.log(t) / (1 + t**2)**2, [0, 1, mp.inf])
assert abs(part_const - 4) < 1e-12 and abs(part_log - 4) < 1e-12

# change of length unit: everything, cutoff included, measured in angstrom
s = physical_constants['Bohr radius'][0] / angstrom
redefined = {}
for n, Z in ((1, 1), (3, 2)):
    Du = lambda t, D=dens[n, Z]: D(t / s) / s**3
    redefined[n, Z] = limit(Du, 3e-7, 60.0 * n)
    assert abs(redefined[n, Z] - (P_formula(n, Z) + 4 * Z**3 / n**3 * np.log(s)) / s**3) < 1e-7

print(f"gamma = {gamma:.8f}   ln 2 = {np.log(2):.8f}   (dimensionless)")
print(f"Bohr radius = {s:.8f} angstrom   ln = {np.log(s):.8f}   a0^-3 = {s**-3:.6f} angstrom^-3")
print("state: H_n, J_n, c_n (dimensionless); D(0), <P> formula, <P> quadrature (bohr^-3)")
for n, Z in [(m, 1) for m in range(1, 6)] + [(1, 2), (2, 2), (3, 2)]:
    print(f"Z={Z} {n}s: {H(n)}, {J_exact[n]}, {c[n]:.6f}; {dens[n, Z](0.0):.6f}, "
          f"{P_formula(n, Z):.8f}, {num[n, Z]:.8f}")
print(f"large-n limit of c_n, 1/2 - gamma = {0.5 - gamma:.8f}")
for n in (5, 10, 30):
    print(f"n={n}: c_n = {c[n]:.8f}, asymptotic form = {0.5 - gamma + 1 / (12 * n**2):.8f}")
print(f"large-n limit of n^3<P>/4 for Z=1 = {0.5 - gamma - np.log(2):.8f} bohr^-3")
print(f"H 1s momentum route: weights {float(part_const):.8f} (const), {float(part_log):.8f} (ln t) bohr^-3")
for a in (1e-1, 1e-2, 1e-3, 1e-4):
    D = dens[1, 1]
    print(f"H 1s a={a:.0e} bohr: bare {log_quad(D, a, 100):.6f}, counter "
          f"{D(0.0) * (gamma + np.log(a)):.6f}, V {V(D, a, 100):.6f} bohr^-3")
n, Z, a = 3, 2, 1e-3
D = dens[n, Z]
print(f"Example He+ 3s: Z = {Z}, n = {n}, a = {a:.0e} bohr, ln a = {np.log(a):.6f}")
print(f"  D(0) = {D(0.0):.8f} bohr^-3, ln(n/2Z) = {np.log(n / (2 * Z)):.8f}")
print(f"  J_3 = {float(J_exact[n]):.8f}, bracket = {np.log(n / (2 * Z)) + float(J_exact[n]):.8f}")
print(f"  bare integral = {log_quad(D, a, 150):.8f} bohr^-3")
print(f"  counterterm = {D(0.0) * (gamma + np.log(a)):.8f} bohr^-3")
print(f"  V(a) = {V(D, a, 150):.8f} bohr^-3, 2 Z D(0) a = {2 * Z * D(0.0) * a:.8f} bohr^-3")
print(f"  V(a) - 2 Z D(0) a = {V(D, a, 150) - 2 * Z * D(0.0) * a:.8f} bohr^-3")
print(f"  V(a) - <P> = {V(D, a, 150) - P_formula(n, Z):.8f} bohr^-3")
for name, key in (("H 1s", (1, 1)), ("He+ 3s", (3, 2))):
    print(f"{name}: <P> = {P_formula(*key):.8f} bohr^-3 = {P_formula(*key) / s**3:.6f} angstrom^-3 (a in bohr)")
    print(f"{name}: redefined with a in angstrom = {redefined[key]:.6f} angstrom^-3")
print("all good")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 55, in <module>
    assert all(J_exact[n] == J_formula(n) for n in J_exact)
AssertionError
```

Diagnosis: The fault was in the program, not the physics. For n = 1 the integrand L² − n² vanishes identically, so the helper summed an empty list to the Python integer 0; dividing by n² gave the float 0.0, which sympy's exact comparison does not accept as equal to the rational 0. I found this by elimination rather than from a trace: the earlier asserts already imply the J_n formula for n ≤ 9, and n = 1 is the only case that leaves rational arithmetic. Both exact-integral helpers now start their sums from the sympy integer 0, and one test is added (the library Laguerre polynomial equals the series form); no tested quantity or tolerance is changed.

The change:

```diff
@@ -18,9 +18,10 @@
 
 def moment(expr, var, b=1):      # exact int_0^inf polynomial * exp(-b var)
-    return sum(c * sp.factorial(m) / sp.S(b)**(m + 1) for (m,), c in sp.Poly(expr, var).terms())
-def moment_over_x(expr):         # exact int_0^inf exp(-x) polynomial / x
+    return sum((c * sp.factorial(m) / sp.S(b)**(m + 1) for (m,), c in sp.Poly(expr, var).terms()),
+               sp.Integer(0))
+def moment_over_x(expr):         # exact int_0^inf exp(-x) polynomial / x, always a sympy rational
     p = sp.Poly(expr, x)
     assert p.eval(0) == 0
-    return sum(c * sp.factorial(m - 1) for (m,), c in p.terms() if m > 0)
+    return sum((c * sp.factorial(m - 1) for (m,), c in p.terms() if m > 0), sp.Integer(0))
 def log_quad(f, lo, hi):         # int_lo^hi f(r) dr/r in the variable ln r
     e = np.log(np.geomspace(lo, hi, 30))
@@ -47,11 +48,13 @@
 for n in range(1, 10):
     L1 = series_L1(n, x)
+    assert sp.expand(L1 - sp.assoc_laguerre(n - 1, 1, x)) == 0
     assert sp.expand(x * L1.diff(x, 2) + (2 - x) * L1.diff(x) + (n - 1) * L1) == 0
     assert sp.expand(L1 - sum(L[:n])) == 0 and sp.expand(x * L1 - n * (L[n - 1] - L[n])) == 0
     assert moment(x**2 * L1**2, x) == 2 * n**2
     assert sum((2 * k + 1) * H(k) for k in range(n)) == n**2 * H(n) - sp.Rational(n * (n + 1), 2)
-J_exact = {n: moment_over_x(sp.expand(sp.assoc_laguerre(n - 1, 1, x))**2 - n**2) / n**2
+J_exact = {n: moment_over_x(sp.expand(sp.assoc_laguerre(n - 1, 1, x))**2 - n**2) / sp.Integer(n)**2
            for n in list(range(1, 13)) + [20, 30]}
-assert all(J_exact[n] == J_formula(n) for n in J_exact)
+for n in J_exact:
+    assert J_exact[n].is_Rational and J_exact[n] == J_formula(n), n
 c = {n: np.log(n) + float(J_exact[n]) for n in J_exact}
 for n in range(1, 12):
```

Output now:

```
gamma = 0.57721566   ln 2 = 0.69314718   (dimensionless)
Bohr radius = 0.52917721 angstrom   ln = -0.63643191   a0^-3 = 6.748335 angstrom^-3
state: H_n, J_n, c_n (dimensionless); D(0), <P> formula, <P> quadrature (bohr^-3)
Z=1 1s: 1, 0, 0.000000; 4.000000, -2.77258872, -2.77258872
Z=1 2s: 3/2, -3/4, -0.056853; 0.500000, -0.37500000, -0.37500000
Z=1 3s: 11/6, -7/6, -0.068054; 0.148148, -0.11277060, -0.11277060
Z=1 4s: 25/12, -35/24, -0.072039; 0.062500, -0.04782413, -0.04782413
Z=1 5s: 137/60, -101/60, -0.073895; 0.032000, -0.02454536, -0.02454536
Z=2 1s: 1, 0, 0.000000; 32.000000, -44.36141956, -44.36141956
Z=2 2s: 3/2, -3/4, -0.056853; 4.000000, -5.77258872, -5.77258872
Z=2 3s: 11/6, -7/6, -0.068054; 1.185185, -1.72367258, -1.72367258
large-n limit of c_n, 1/2 - gamma = -0.07721566
n=5: c_n = -0.07389542, asymptotic form = -0.07388233
n=10: c_n = -0.07638316, asymptotic form = -0.07638233
n=30: c_n = -0.07712308, asymptotic form = -0.07712307
large-n limit of n^3<P>/4 for Z=1 = -0.77036285 bohr^-3
H 1s momentum route: weights 4.00000000 (const), 4.00000000 (ln t) bohr^-3
H 1s a=1e-01 bohr: bare 4.890602, counter -6.901478, V -2.010876 bohr^-3
H 1s a=1e-02 bohr: bare 13.418831, counter -16.111818, V -2.692987 bohr^-3
H 1s a=1e-03 bohr: bare 22.557566, counter -25.322158, V -2.764593 bohr^-3
H 1s a=1e-04 bohr: bare 31.760710, counter -34.532499, V -2.771789 bohr^-3
Example He+ 3s: Z = 2, n = 3, a = 1e-03 bohr, ln a = -6.907755
  D(0) = 1.18518519 bohr^-3, ln(n/2Z) = -0.28768207
  J_3 = -1.16666667, bracket = -1.45434874
  bare integral = 5.78392589 bohr^-3
  counterterm = -7.50286176 bohr^-3
  V(a) = -1.71893587 bohr^-3, 2 Z D(0) a = 0.00474074 bohr^-3
  V(a) - 2 Z D(0) a = -1.72367662 bohr^-3
  V(a) - <P> = 0.00473670 bohr^-3
H 1s: <P> = -2.77258872 bohr^-3 = -18.710356 angstrom^-3 (a in bohr)
H 1s: redefined with a in angstrom = -35.889778 angstrom^-3
He+ 3s: <P> = -1.72367258 bohr^-3 = -11.631919 angstrom^-3 (a in bohr)
He+ 3s: redefined with a in angstrom = -16.722118 angstrom^-3
all good
```
